\section*{Linear-parabolic oxide growth from oxidant diffusion and first-order interface reaction, part 1}

(Sections cited here and not found follow in the second part.)

\section{The growth law and its two limits}

An oxide film that starts at 25 nm and grows with the parameters given below is 67.8 nm thick after one hour, 269 nm after ten hours and 989 nm after a hundred hours. Its initial growth rate is 50.9 nm/h, which, if kept up, would have produced more than 5000 nm in the hundred hours. The growth therefore slows down. It does not follow a square root of time either: a square root would multiply the thickness by 3.16 for each tenfold increase of time, whereas here the factors are 3.97 and then 3.67. Both facts follow from one growth law with two constants.

The film is flat and has thickness $x(t)$. One face touches an oxidizing gas and the other touches the solid being oxidized. The new oxide forms at the inner face, so the oxidant has to cross the oxide that is already there. Let $z$ be the depth measured from the outer surface, in coordinates fixed in the oxide. The outer surface is then at $z=0$ for all time, the oxide is at rest, and the inner interface is at $z=x(t)$ and moves towards larger $z$. Seen from the substrate, the same process pushes the old oxide outwards, because the oxide takes up more room than the solid it replaces. This motion of the film as a whole does not alter diffusion relative to the oxide.

Let $C(z,t)$ be the number of dissolved oxidant molecules per unit volume of oxide, with $C_0$ its value at the outer surface and $C_i$ its value at the interface. These molecules are in transit and are distinct from the oxidant already built into the oxide. The temperature and the gas pressure are constant. Fluxes are numbers of molecules per unit area and time, counted positive towards the interface.

The first flux brings molecules from the gas into the oxide. If the gas has concentration $C_g$ far from the film and $C_s$ next to it, transport through the gas gives a flux $h_g(C_g-C_s)$, where $h_g$ is a transfer coefficient with the dimension of a velocity. Suppose that the molecule dissolves without breaking up and obeys Henry's law, so that the dissolved concentration at the surface is proportional to the gas concentration beside it, $C_0=\sigma C_s$. The concentration that would be in equilibrium with the bulk gas is $C^*=\sigma C_g$. Then
\begin{equation}
F_1=h_g\left(\frac{C^*}{\sigma}-\frac{C_0}{\sigma}\right)=h\,(C^*-C_0),\qquad h=\frac{h_g}{\sigma}.
\end{equation}
The coefficient $h$ refers to concentrations in the oxide, which is why it differs from $h_g$ by the solubility ratio. If the molecule dissociated on entering, $C_0$ would not be proportional to $C_s$, and this linear form would be lost.

The second flux is diffusion through the film, with a constant diffusivity $D$ and no electric field acting on the oxidant. Fick's law reads $F=-D\,\partial C/\partial z$. In a steady state the flux is the same at every depth, so the slope of $C$ is constant and the profile is a straight line from $C_0$ to $C_i$:
\begin{equation}
F_2=D\,\frac{C_0-C_i}{x}.
\end{equation}
The minus sign of Fick's law has been absorbed by writing the larger concentration first.

The third flux is the consumption of oxidant by the reaction. It is taken to be of first order, that is, proportional to the concentration present at the interface:
\begin{equation}
F_3=k\,C_i ,
\end{equation}
where $k$ also has the dimension of a velocity.

The film thickens while all this happens, so the profile cannot be strictly steady. For the present it is assumed to adjust at once to the current thickness; the error of this quasi-steady assumption is bounded in the second half. The three fluxes are then equal to a common value $F$, and each gives a drop in concentration:
\begin{align}
C^*-C_0&=\frac{F}{h},\\
C_0-C_i&=\frac{Fx}{D},\\
C_i&=\frac{F}{k}.
\end{align}
Adding the three lines removes $C_0$ and $C_i$ from the left-hand side, which leaves
\begin{equation}
C^*=F\left(\frac1h+\frac xD+\frac1k\right),\qquad
F=\frac{C^*}{\dfrac1h+\dfrac xD+\dfrac1k}.
\label{flux}
\end{equation}
The three terms in the denominator act as resistances in series, with $C^*$ in the role of the voltage. The middle one grows with the film; the other two do not. The interface concentration is $F/k$, and multiplying the numerator and the denominator by $k$ gives
\begin{equation}
C_i=\frac{C^*}{1+k/h+kx/D}.
\label{ci}
\end{equation}
For a thin film with fast gas transport $C_i$ is close to $C^*$, and the reaction is fully supplied. For a thick film $C_i$ is small, and the rate is set by how fast the oxidant diffuses through the oxide.

Let $N$ be the number of oxidant molecules built into unit volume of oxide. To add a thickness $dx$ over unit area takes $N\,dx$ molecules, and the reaction supplies $F\,dt$ of them. Hence
\begin{equation}
N\frac{dx}{dt}=F=\frac{C^*}{\dfrac1h+\dfrac xD+\dfrac1k}.
\end{equation}
Dividing by $N$, and multiplying the numerator and the denominator on the right by $2D$, gives
\begin{equation}
\frac{dx}{dt}=\frac{2DC^*/N}{2D(1/k+1/h)+2x}=\frac{B}{A+2x},
\label{rate}
\end{equation}
with the two constants
\begin{equation}
A=2D\left(\frac1k+\frac1h\right),\qquad B=\frac{2DC^*}{N}.
\label{ab}
\end{equation}
$A$ is a length and $B$ is a length squared per time. The factors of 2 are a convention, chosen so that the integrated law has none. Multiplying \eqref{rate} by $(A+2x)\,dt$ separates the variables, and integrating from thickness $x_0$ at $t=0$ to thickness $x$ at time $t$ gives
\begin{equation}
\int_{x_0}^{x}(A+2x')\,dx'=\int_0^t B\,dt'
\quad\Longrightarrow\quad
x^2+Ax-x_0^2-Ax_0=Bt .
\end{equation}
The terms with $x_0$ can be written as a shift of time:
\begin{equation}
x^2+Ax=B(t+\tau),\qquad \tau=\frac{x_0^2+Ax_0}{B}.
\label{dg}
\end{equation}
This is the Deal-Grove law. The time $\tau$ is what the same law would need to grow the starting oxide from nothing. It need not be the time that was really spent, since the starting oxide may have been made in another way. Completing the square gives $(x+A/2)^2=A^2/4+B(t+\tau)$. The negative square root would make $x$ negative, so the thickness is
\begin{equation}
x=-\frac A2+\sqrt{\frac{A^2}{4}+B(t+\tau)} .
\label{root}
\end{equation}

The example uses round parameters: $D=7\times10^{-9}$ cm$^2$/s, $k=8\times10^{-4}$ cm/s, $h=100$ cm/s, $C^*=5\times10^{16}$ cm$^{-3}$ and $N=2.2\times10^{22}$ cm$^{-3}$. They are rough values in the regime of silicon oxidized in dry oxygen near 1000 $^\circ$C. From \eqref{ab},
\begin{align}
A&=2\,(7\times10^{-9})\,(1250+0.01)\ \text{cm}=1.75\times10^{-5}\ \text{cm}=175\ \text{nm},\\
B&=\frac{2\,(7\times10^{-9})(5\times10^{16})}{2.2\times10^{22}}\ \frac{\text{cm}^2}{\text{s}}
=3.18\times10^{-14}\ \frac{\text{cm}^2}{\text{s}},
\end{align}
and $B$ is equal to 11455 nm$^2$/h. In the bracket of $A$ the reaction contributes 1250 s/cm and the gas 0.01 s/cm, so gas transport hardly matters here. For $x_0=25$ nm, $x_0^2+Ax_0=625+4375=5000$ nm$^2$, and $\tau=5000/11455=0.4365$ h. After one hour \eqref{root} gives
\begin{equation}
x=-87.5+\sqrt{7656+5000+11455}=-87.5+155.3=67.8\ \text{nm}.
\end{equation}
To reach 100 nm takes $(10000+17500-5000)/11455=1.96$ h. At that moment $kx/D=1.143$, and \eqref{ci} gives $C_i/C^*=0.467$: less than half of the equilibrium concentration is left at the interface.

Let $s=t+\tau$ from here on. When $x\ll A$, the term $x^2$ in \eqref{dg} is small compared with $Ax$, and
\begin{equation}
x\approx\frac BA\,s,\qquad
\frac BA=\frac{2DC^*/N}{2D(1/k+1/h)}=\frac{C^*/N}{1/k+1/h}.
\label{linear}
\end{equation}
The diffusivity has cancelled. A thin film offers little resistance to diffusion, so the growth is set by the reaction and, where it matters, by supply from the gas. The error of the linear law follows from \eqref{dg} without approximation. Dividing that equation by $A$ gives
\begin{equation}
\frac BA\,s=x\left(1+\frac xA\right),
\end{equation}
so the linear law exceeds the thickness of the full law by the fraction $x/A$ of the latter. At $t=0.1$ h the full law gives 30.0 nm and the linear law 35.1 nm, an excess of 17 per cent, and indeed $30.0/175=0.17$. After one hour the excess is already 39 per cent.

In the example $B/A=65.5$ nm/h, yet the film starts to grow at 50.9 nm/h. The difference comes from the starting oxide. By \eqref{rate} the first rate is $B/(A+2x_0)=11455/225$ nm/h, which approaches $B/A$ when $x_0\ll A/2$. A measured initial slope should therefore not be taken for $B/A$ unless the starting film is thin in this sense and the law still holds at that thickness. In dry oxygen the second condition fails below a few tens of nanometres, where real films grow faster than the law allows; there $B/A$ is better found from a fit of the full law to thicker films.

When $x\gg A$, the term $x^2$ dominates and $x\approx\sqrt{Bs}$. The next terms come from expanding the root in \eqref{root} for $Bs\gg A^2/4$, with $\sqrt{1+u}=1+u/2-\dots$ and $u=A^2/(4Bs)$:
\begin{equation}
x=-\frac A2+\sqrt{Bs}\,\sqrt{1+\frac{A^2}{4Bs}}
=\sqrt{Bs}-\frac A2+\frac{A^2}{8\sqrt{Bs}}-\dots
\label{parabolic}
\end{equation}
The constant $B=2DC^*/N$ contains neither $k$ nor $h$: the film itself is now the main resistance. The ratio of $\sqrt{Bs}$ to $x$ tends to 1, but their difference tends to $A/2$ and does not vanish. At 100 h the parabolic law gives 1072.6 nm where the full law gives 988.7 nm. The three terms of \eqref{parabolic} are $1072.6-87.5+3.6=988.7$ nm. The bare parabola is thus still 8.5 per cent too thick when the film is more than five times as thick as $A$. The shifted form $\sqrt{Bs}-A/2$ gives 985.1 nm, which is within 0.4 per cent. At 0.1 h the shifted form is negative, which shows that it belongs to thick films.

The passage between the limits can be followed by the local exponent, the slope of $\ln x$ against $\ln s$. With $dx/ds=B/(A+2x)$ and $Bs=x^2+Ax$,
\begin{equation}
\frac{d\ln x}{d\ln s}=\frac sx\,\frac{B}{A+2x}=\frac{x^2+Ax}{x(A+2x)}=\frac{x+A}{2x+A}.
\end{equation}
It falls steadily from 1 for $x\ll A$ to $1/2$ for $x\gg A$. In the example it is 0.78 at one hour, 0.62 at ten hours and 0.54 at a hundred hours. This accounts for the factors in the opening paragraph. A tenfold increase of $s$ multiplies the thickness by more than 3.16, because the exponent is above one half, and by less for a thicker film, because the exponent falls. The quoted factors refer to tenfold increases of $t$, for which $s$ grows by less: by a factor of 7.3 from 1 h to 10 h, and of 9.6 from 10 h to 100 h. The first factor is therefore 3.97, where a tenfold increase of $s$ from the same point would give 4.83. At earlier times the starting oxide weighs more: from 0.1 h to 1 h the thickness grows only by a factor of 2.26.

Two thicknesses mark the crossover. The diffusion resistance $x/D$ equals the sum $1/k+1/h$ when $x=A/2$, and there the rate \eqref{rate} is $B/(2A)$, half of its value for a vanishing film. The two limiting laws $Bs/A$ and $\sqrt{Bs}$ cross when $s=A^2/B$, where both give the thickness $A$. The full law then reads $x^2+Ax=A^2$, so that $x=(\sqrt5-1)A/2=0.618A$. In the example the crossing lies at $s=2.67$ h; both limiting laws predict 175 nm there, and the film is 108 nm thick. Near the crossover neither limit is a fair substitute for the full law.

With a quasi-steady concentration profile and a first-order reaction, the film obeys $x^2+Ax=B(t+\tau)$, which is linear in time for $x\ll A$ and parabolic for $x\gg A$. It remains to bound the error of the quasi-steady assumption and to see where the law fails.

Numbers in the example were calculated in double precision.
